# The k·p Hamiltonian and the Inverse Effective-Mass Tensor, part 2

An electron moves in a real, local, periodic potential $V(\mathbf r)$, without spin-orbit coupling. How does the curvature of a band at a wave vector $\mathbf k_0$ follow from the states at that point alone? Hartree atomic units are used, with $\hbar=m_e=1$.

A Bloch function is $e^{i\mathbf k\cdot\mathbf r}u$, with $u$ cell-periodic. Since a local $V$ passes through the phase factor unchanged, $u$ is an eigenfunction of $H(\mathbf k)=(\mathbf p+\mathbf k)^2/2+V$. Let $u_m$ and $E_m$ be the periodic functions and energies at $\mathbf k_0$, $\boldsymbol\pi=\mathbf p+\mathbf k_0$ and $\boldsymbol\pi_{nm}=\langle u_n|\boldsymbol\pi|u_m\rangle$. A displacement $\mathbf q$ gives $H(\mathbf k_0+\mathbf q)=H(\mathbf k_0)+\mathbf q\cdot\boldsymbol\pi+q^2/2$. A nondegenerate band $n$ has slope $\nabla E_n=\boldsymbol\pi_{nn}$ and Hessian

$$M_{ab}=\delta_{ab}+2\sum_{m\ne n}\frac{\mathrm{Re}[\pi^a_{nm}\pi^b_{mn}]}{E_n-E_m}, \tag{11}$$

where $a,b$ label Cartesian directions. At an extremum $M$ is the inverse mass tensor, and a weak force $\mathbf F$ produces the acceleration $M\mathbf F$. For a separable potential $V_1(x)+V_2(y)$, $M_{xy}=0$.

If $2\mathbf k_0$ is a reciprocal-lattice vector, time reversal makes every nondegenerate band even in $\mathbf q$ there, and so stationary, even without an inversion centre.

The one-dimensional model is $V=2W\cos gx$ near $k_0=g/2$, where $g$ is $2\pi$ divided by the period. Two waves with momenta $\pm g/2$ give

$$E_\pm=\frac{g^2}{8}+\frac{q^2}{2}\pm\sqrt{W^2+\frac{g^2q^2}{4}}. \tag{3}$$

The gap is $E_{\rm gap}=2|W|$. At $q=0$ the two states are equal-weight combinations of the waves with opposite relative sign, and the momentum element between them is half the difference of the two momenta, $g/2$. In general, two bands with momentum element $P$ have inverse masses $1\pm2P^2/E_{\rm gap}$ along the direction of that element.

### A potential with a tilted mass tensor

For a numerical case take a square lattice with $a=8$ bohr, $g=2\pi/a=0.7854$ bohr$^{-1}$, and

$$V=2A(\cos gx+\cos gy)+2B\sin g(x+y),$$

with $A=0.03$ hartree and $B=0.06$ hartree. The sine term couples the two directions, so the separable limit no longer forces $M_{xy}$ to vanish.

This potential has no inversion centre. To see this, write $V_{rs}$ for the coefficient of $e^{ig(rx+sy)}$, with integers $r$ and $s$. Then $V_{10}=V_{01}=A$ and $V_{11}=-iB$. Moving the origin changes the phases of these coefficients, but it leaves $V_{10}V_{01}V_{11}^*$ unchanged, because the phase of the third factor cancels those of the first two. With the origin at an inversion centre all coefficients would be real. Here the product is $iA^2B$, which is imaginary.

Choose $\mathbf k_0=(g/2,0)$, called X. Since $2\mathbf k_0=(g,0)$ is a reciprocal-lattice vector, every nondegenerate band is stationary there. Diagonalization in 169 plane waves gives the lowest two energies $0.02393$ and $0.08662$ hartree. The gap is $0.06270$ hartree, or $1.706$ eV.

In the plane-wave basis the momentum elements are sums. If $c_{m\mathbf G}$ is the coefficient of $e^{i\mathbf G\cdot\mathbf r}$ in $u_m$, then

$$\boldsymbol\pi_{nm}=\sum_{\mathbf G}c_{n\mathbf G}^*(\mathbf k_0+\mathbf G)c_{m\mathbf G}.$$

The derivation of (11) is matrix algebra, so it also holds within a finite plane-wave basis if all the states of that basis are summed. Agreement with differences of the diagonalized energies therefore tests the formula. Whether the basis represents the potential problem well is a separate question, tested by enlarging it.

### Summing the contributions to band 2

For band 2 at X, the element to band 1 has $|\pi_x|=0.3725$ and $|\pi_y|=0.0242$. The denominator is the positive gap. The largest contribution is

$$\frac{2(0.3725)^2}{0.06270}=4.426.$$

The same pair gives $-0.287$ to $M_{xy}$ and $0.019$ to $M_{yy}$. The negative mixed term means that the two components of the momentum element have opposite signs when its overall phase is removed.

All other bands lie above band 2, so their denominators are negative. Adding bands 3 to 8, and then the rest, gives

$$\begin{aligned}
M_{xx}&=1+4.426-0.130-0.005=5.29,\\
M_{xy}&=-0.287-0.109-0.005=-0.401,\\
M_{yy}&=1+0.019-0.163-0.006=0.850.
\end{aligned}$$

Second differences of the band energy give the same tensor, with a largest deviation of about $10^{-7}$ in units of $1/m_e$.

The $x$ curvature is mostly a two-band effect. Band 1 alone gives $M_{xx}=5.43$, about 2.5 percent above the full value. The $y$ curvature is different. Band 1 hardly affects it, and the higher bands reduce it from near 1 to $0.85$. A two-band model that serves well for the light direction would miss this heavier one.

### Principal masses

The eigenvalues of a symmetric $2\times2$ matrix are its mean diagonal element plus or minus a root:

$$\frac{M_{xx}+M_{yy}}2\pm\sqrt{\left(\frac{M_{xx}-M_{yy}}2\right)^2+M_{xy}^2}=3.071\pm2.257.$$

They are $5.328$ and $0.814$. Both are positive, so X is a local minimum of band 2. Their reciprocals are the principal masses, $0.188\,m_e$ and $1.228\,m_e$.

The angle $\theta$ of the light axis follows from requiring the mixed element to vanish in rotated axes:

$$\tan2\theta=\frac{2M_{xy}}{M_{xx}-M_{yy}}=\frac{-0.803}{4.441},\qquad\theta=-5.1^\circ.$$

A weak force along $x$ thus produces an acceleration with components proportional to $5.29$ and $-0.401$. The electron is also accelerated sideways, although the force has no $y$ component.

The order of operations matters when a mass is quoted. The reciprocal of $M_{xx}$ is $0.189$. The $xx$ element of the inverse matrix is

$$\frac{M_{yy}}{M_{xx}M_{yy}-M_{xy}^2}=0.196.$$

The first number relates a force along $x$ to the acceleration along $x$. The second relates them when a further force along $y$ keeps the acceleration parallel to $x$. They agree if $M_{xy}=0$.

### The part of the tilt that comes from band 1

Band 1 supplies $-0.287$ of the mixed element $-0.401$. By itself it would tilt the light axis by $-3.7^\circ$; the higher bands supply the rest. The sign of the mixed term from band 1 can be found by treating the potential as weak. At X, the free waves with momenta $(\pm g/2,0)$ are degenerate. Call them $|+\rangle$ and $|-\rangle$. Let $D=g^2/2=0.308$ hartree.

The $B$ term couples $|+\rangle$ to the wave with momentum $(-g/2,-g)$, higher by $D$, and to the wave with momentum $(3g/2,g)$, higher by $3D$. To first order the admixed amplitudes have magnitudes $B/D$ and $B/(3D)$. Their squared weights give $|+\rangle$ the mean momentum

$$p_y=-g\frac{B^2}{D^2}+g\frac{B^2}{9D^2}=-\frac89\frac{gB^2}{D^2}=-0.026.$$

The $A$ term admixes waves with $p_y=g$ and $p_y=-g$ in equal weight, so it adds nothing at this order.

Complex conjugation turns the dressed $|+\rangle$ into the dressed $|-\rangle$ and reverses its momentum. It also excludes a momentum element between the two. To show this, let $f$ be the dressed Bloch function $|+\rangle$. Partial integration gives

$$\int f^*\mathbf p f^*\,d^2r=-\int(\mathbf p f^*)f^*\,d^2r,$$

so the integral equals its own negative and vanishes. There is no boundary term, because $(f^*)^2$ is cell-periodic at X.

The two band states are combinations of the dressed waves with equal weight and opposite relative sign. As in the one-dimensional case, their off-diagonal momentum is half the difference of the two mean momenta, which is the mean momentum of $|+\rangle$. Its $x$ component is close to $g/2$, while its $y$ component is about $-0.026$. The signs are opposite, as found. The computed magnitude is $0.024$, so this leading-order estimate is about 9 percent too large.

The same admixture reduces the $x$ component, since the nearer admixed wave has $p_x=-g/2$. The changes in $p_x$ are $-g$ with weight $B^2/D^2$ and $+g$ with weight $B^2/(9D^2)$. The $A$ term adds the wave $(3g/2,0)$, higher by $2D$, which changes $p_x$ by $+g$ with weight $A^2/(4D^2)$. Altogether,

$$\Delta p_x=-\frac89\frac{gB^2}{D^2}+\frac{gA^2}{4D^2}=-0.025.$$

Thus $|\pi_x|$ is expected near $0.368$, compared with the computed $0.3725$ and the free value $g/2=0.3927$. Using $g/2$ with the true gap would give $5.92$ for $M_{xx}$, about 12 percent too large.

### What the signs allow

For a real unit vector $\mathbf v$, one band contributes

$$\frac{2|\mathbf v\cdot\boldsymbol\pi_{nm}|^2}{E_n-E_m}$$

to the curvature along $\mathbf v$. A higher band cannot increase the curvature, and a lower band cannot decrease it. The lowest band has no lower neighbours, so none of its principal inverse masses can exceed 1 where it is nondegenerate.

At $\mathbf k=0$, band 1 has principal inverse masses $0.856$ and $0.914$. Both are below 1: the electron is somewhat heavier than a free one.

At X, band 1 has the same momentum element to band 2, but the denominator has the opposite sign. These two bands give $1-4.426=-3.43$ for $M_{xx}$, and the higher bands can lower it further. The complete tensor has principal values $-3.55$ and $0.788$. It describes a saddle, not a maximum, despite the gap above it. A negative principal value means that a weak force along that axis accelerates the electron against the force.

### Small gaps and the range of the parabola

Halving the entire potential reduces the gap from $0.0627$ to $0.0304$ hartree. The light mass falls from $0.188$ to $0.0925\,m_e$. Both fall to slightly less than half, by factors $0.485$ and $0.493$. The trend comes from the two-band term, which is inversely proportional to the gap, but the close match of the two factors involves a cancellation. With the momentum element kept at $0.3725$, the expression $1+2P^2/E_{\rm gap}$ would give a mass of $0.099\,m_e$, because the 1 does not scale with the gap. To leading order the reduction $\Delta p_x$ is quadratic in the potential, so the estimate $0.025$ shrinks to a quarter, about $0.006$, and $P$ rises to about $0.387$; with this value the same expression gives $0.092\,m_e$.

A light mass obtained in this way has a narrow range. In (3), replace $|W|$ by $E_{\rm gap}/2$ and $g/2$ by $P=|\pi_x|$. The root becomes

$$\sqrt{\frac{E_{\rm gap}^2}{4}+P^2q^2}=\frac{E_{\rm gap}}2+\frac{P^2q^2}{E_{\rm gap}}-\frac{P^4q^4}{E_{\rm gap}^3}+\cdots.$$

The expansion requires $q\ll E_{\rm gap}/(2P)=0.084$ bohr$^{-1}$. The parabola should lie above the upper band by about $P^4q^4/E_{\rm gap}^3$. At $q=0.02$ bohr$^{-1}$ this estimate is $1.25\times10^{-5}$ hartree.

The computed energy above X is $0.0010459$ hartree and the parabola gives $0.0010583$. Their difference is $1.24\times10^{-5}$ hartree, or 1.2 percent of the computed energy. At $q=0.01$ and $0.04$ the excess is 0.3 and 4.5 percent. The closeness of $1.24$ to $1.25$ is partly accidental: the next term of the root, $+2P^6q^6/E_{\rm gap}^5$, is about 3 percent of the quartic one at $q=0.02$ and lowers the estimate to $1.21\times10^{-5}$ hartree. The unexpanded root gives $1.22\times10^{-5}$ hartree for two bands, and the other bands supply the remainder. Between $q=0.005$ and $0.01$ the observed power of the absolute error is $3.99$, in agreement with the absence of a cubic term at X.

### The degenerate limit

Set the potential to zero. The gap at X closes, and (11) would divide by zero for the lowest pair. The correct procedure is to diagonalize $\mathbf q\cdot\boldsymbol\pi$ within the degenerate pair first. For displacement $q$ along $x$ its eigenvalues are $\pm gq/2$. The lower energy is

$$E=\frac{g^2}{8}-\frac{g|q|}{2}+\frac{q^2}{2}.$$

Its slope jumps by $-g=-0.785$ as $q$ passes zero, and the numerical jump agrees. There is a kink instead of a parabola. The vanishing mass suggested by (11) as the gap closes is therefore not the mass of an electron at the crossing. It signals that the interval in which a mass describes the band has shrunk to nothing.

If two bands are close but not degenerate, their small block of $H(\mathbf k_0+\mathbf q)$ should likewise be diagonalized before expanding, whenever $|\mathbf q\cdot\boldsymbol\pi_{nm}|$ is comparable with their separation.

### Away from an extremum

Formula (11) remains the Hessian at any nondegenerate point. At $\mathbf k_0=(0.30g,0.17g)$, band 2 has slope $(-0.485,0.149)$ in atomic units, both from $\boldsymbol\pi_{nn}$ and from energy differences. Its Hessian has $M_{xx}=1.268$, $M_{xy}=-0.155$ and $M_{yy}=0.765$, again by both routes. Here the linear term dominates for small displacements, so these numbers do not by themselves describe the band as a parabola centred on $\mathbf k_0$.

This point also shows why the real part is needed. Without it, the mixed sum would have an imaginary part of $0.030$. That part changes sign when $x$ and $y$ are exchanged and cancels from an energy with real $\mathbf q$.

At X the question does not arise. Complex conjugation maps each Bloch function there to one at the same wave vector, so the functions can be chosen real. Since $\mathbf p$ is $-i$ times a real derivative, its elements between them are imaginary, and the product of two such elements is real.

### When the operator itself must change

The step that carried $V$ through the phase factor used its locality. For a nonlocal potential, the operator $e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}$ depends on $\mathbf k$. Its first derivative adds to $\boldsymbol\pi$, and its second derivative adds a direct term to the curvature. Spin-orbit coupling contains the momentum and likewise changes the linear term. In those cases the expansion has the same logic, but it must start from the derivatives of the full $H(\mathbf k)$.

## Computed values

```
Lattice constant a = 8.0 bohr; g = 0.785398 1/bohr
Potential A = 0.030 hartree; B = 0.060 hartree
Number of plane waves = 169
X point: kx = 0.392699, ky = 0.0 1/bohr
Band 1 energy at X = 0.023926 hartree
Band 2 energy at X = 0.086621 hartree
Gap at X = 0.062696 hartree = 1.7060 eV
Contributions to inverse mass of band 2 at X (units 1/m_e);
E in hartree, |pi| in atomic units:
 m=1: E 0.02393 |pi_x| 0.37249 |pi_y| 0.02416 xx 4.42621 xy -0.28714 yy 0.01863
 m=3: E 0.34753 |pi_x| 0.06307 |pi_y| 0.05590 xx -0.03049 xy -0.02703 yy -0.02395
 m=4: E 0.35599 |pi_x| 0.03083 |pi_y| 0.06472 xx -0.00706 xy -0.01481 yy -0.03110
 m=5: E 0.40567 |pi_x| 0.04062 |pi_y| 0.11965 xx -0.01034 xy -0.03047 yy -0.08974
 m=6: E 0.42097 |pi_x| 0.11296 |pi_y| 0.05262 xx -0.07633 xy -0.03556 yy -0.01656
 m=7: E 0.69773 |pi_x| 0.04031 |pi_y| 0.00647 xx -0.00532 xy -0.00085 yy -0.00014
 m=8: E 0.69792 |pi_x| 0.00250 |pi_y| 0.01939 xx -0.00002 xy -0.00016 yy -0.00123
Sum over all bands m > 8 (1/m_e): xx -0.00501, xy -0.00533, yy -0.00570
Inverse mass, formula (1/m_e): xx 5.29165, xy -0.40134, yy 0.85021
Inverse mass, second differences (1/m_e): xx 5.29165, xy -0.40134, yy 0.85021
Largest formula-difference deviation = 1.2e-07 1/m_e
Principal inverse masses = 5.32762, 0.81423 1/m_e
Principal masses = 0.18770, 1.22815 m_e
Angle of light axis from x = -5.122 degrees
xx from band 1 alone = 5.42621 1/m_e
xx with |pi_x| = g/2 and the true gap = 5.91941 1/m_e
Band 1 at X, principal inverse masses = -3.55110, 0.78845 1/m_e
Band 1 at Gamma, principal inverse masses = 0.85575, 0.91372 1/m_e
Halved potential: gap = 0.030399 hartree
Halved potential: light mass = 0.09249 m_e
Band 2 energy above X along x, in hartree (q in 1/bohr):
 q=0.01: exact 0.0002638 parabola 0.0002646 excess 0.30 percent
 q=0.02: exact 0.0010459 parabola 0.0010583 excess 1.19 percent
 q=0.04: exact 0.0040496 parabola 0.0042333 excess 4.54 percent
Observed power of q in the parabola error = 3.992
General k = (0.30 g, 0.17 g), band 2:
 slope from pi_nn = -0.48459, 0.14872 hartree bohr
 slope from differences = -0.48459, 0.14872 hartree bohr
 Hessian, formula (1/m_e): xx 1.26805, xy -0.15476, yy 0.76513
 Hessian, second differences (1/m_e): xx 1.26805, xy -0.15476, yy 0.76513
 discarded imaginary part of xy sum = 0.02978 1/m_e
Zero potential at X: jump of slope = -0.7853 hartree bohr
```
